# Choosing the phonon cutoff for a Jahn–Teller-reduced spin–orbit splitting in diamond

Silicon implanted into diamond can, after annealing, sit between two vacant carbon sites and hold one negative charge. The ground state of this centre is an orbital doublet, which spin–orbit coupling splits. An electronic-structure calculation with the nuclei held at the symmetric geometry gives a splitting of roughly 0.8 meV, whereas the centre shows roughly 0.2 meV. Much of the difference comes from nuclear motion: the doublet is coupled to vibrations that mix its two orbitals and weaken its orbital angular momentum.

A vibronic calculation obtains the reduction by diagonalizing electrons and vibrations together in a finite oscillator basis. The user sets the largest total phonon number $N$. This guide derives what that setting controls, how large it must be, and which errors it cannot cure.

## What is being diagonalized

Let $|x\rangle,|y\rangle$ be the real orbitals of the doublet, and $X,Y$ the two coordinates of one degenerate vibration with mass $M$ and angular frequency $\omega$. Define
$$\sigma_z=|x\rangle\langle x|-|y\rangle\langle y|,\quad \sigma_x=|x\rangle\langle y|+|y\rangle\langle x|,\quad \sigma_y=-i|x\rangle\langle y|+i|y\rangle\langle x|.$$
The linear model is
$$H=\hbar\omega(n_x+n_y+1)+F(X\sigma_z+Y\sigma_x)+\frac{\lambda}{\hbar}\sigma_yS_z .$$
Here $F$ is the force on the symmetric geometry and $S_z=\pm\hbar/2$. The orbital angular momentum along the symmetry axis is an imaginary Hermitian operator, so between real orbitals it is proportional to $\sigma_y$; its magnitude is absorbed in $\lambda$. With the nuclei fixed at $X=Y=0$ the levels are $\pm\lambda/2$, so $|\lambda|$ is the bare splitting. The sign of $\lambda$ sets the order of the levels; I take it positive.

With $\rho^2=X^2+Y^2$, the square of $X\sigma_z+Y\sigma_x$ is $\rho^2$, because $\sigma_z$ and $\sigma_x$ anticommute, so that the cross terms cancel. The coupling therefore has eigenvalues $\pm F\rho$, and without spin–orbit coupling the lower energy surface is
$$V(\rho)=\tfrac12M\omega^2\rho^2-F\rho .$$
Its minimum lies at $\rho_0=F/(M\omega^2)$, at a depth
$$E_{JT}=\frac{F^2}{2M\omega^2}=\tfrac12M\omega^2\rho_0^2,\qquad S=\frac{E_{JT}}{\hbar\omega}.$$

These definitions tell the user what to supply:

- $E_{JT}$ is the energy gained from the symmetric geometry to the relaxed one. It is not the small barrier between equivalent distorted geometries.
- $\lambda$ must come from the symmetric geometry. At $\rho_0$ the surfaces are already $2F\rho_0=4E_{JT}$ apart, and spin–orbit coupling changes this gap to $\sqrt{(4E_{JT})^2+\lambda^2}$, from which $\lambda$ can hardly be read.
- $\lambda$ must not already contain the vibrational reduction, or it would be reduced twice.

## Reduction to a chain

Write $X=\sqrt{\hbar/2M\omega}\,(a_x+a_x^\dagger)$, and likewise for $Y$. The coupling constant is then
$$F\sqrt{\frac{\hbar}{2M\omega}}=\sqrt{\frac{F^2}{2M\omega^2}\,\hbar\omega}=\sqrt{E_{JT}\hbar\omega}.$$
Introduce circular quanta $r=(a_x-ia_y)/\sqrt2$ and $l=(a_x+ia_y)/\sqrt2$. They are independent oscillators, since $[r,l^\dagger]=\tfrac12(1-1)=0$, and $n_r+n_l=n_x+n_y$. Adding $r^\dagger$ and $l$ gives
$$X+iY=\sqrt{\frac{\hbar}{2M\omega}}\,\sqrt2\,(r^\dagger+l).$$

For the electron use $|\pm\rangle=(|x\rangle\pm i|y\rangle)/\sqrt2$, which have $\sigma_y=\pm1$. Direct action gives $\sigma_z|+\rangle=|-\rangle$ and $\sigma_x|+\rangle=i|-\rangle$, so the coupling turns $|+\rangle$ into $(X+iY)|-\rangle$. Hence
$$H_{JT}=G\left[(r^\dagger+l)|-\rangle\langle+|+(r+l^\dagger)|+\rangle\langle-|\right],\qquad G=\sqrt{2E_{JT}\hbar\omega}.$$

The first term raises $n_r-n_l$ by one and lowers $\sigma_y/2$ from $+\tfrac12$ to $-\tfrac12$. The sum
$$j=n_r-n_l+\tfrac12\sigma_y$$
is conserved. For $j=\tfrac12$ the allowed states are $|+;m,m\rangle$ with $n=2m$ phonons and $|-;m+1,m\rangle$ with $n=2m+1$, where the labels are $n_r,n_l$. There is one state for each $n$. From $|+;m,m\rangle$, $r^\dagger$ leads to the next state with factor $\sqrt{m+1}$; from there $l^\dagger$ leads to $|+;m+1,m+1\rangle$, again with $\sqrt{m+1}$. The problem is a tridiagonal matrix with
$$H_{nn}=\hbar\omega(n+1)+s(-1)^n\frac{\lambda}{2},\qquad H_{n,n+1}=t_n=G\sqrt{\lfloor n/2\rfloor+1},$$
where $s=2S_z/\hbar=\pm1$ and $\lfloor\ \rfloor$ means rounding down.

A cutoff on the total $n_x+n_y$ keeps whole phonon shells and so respects $j$. A separate cutoff on $n_x$ and on $n_y$ leaves incomplete shells, and the error bounds below do not cover it. For $N=18$ the full basis with spin has $4\times190=760$ states; the chain has 19.

## The Ham factor

Time reversal changes the signs of both $j$ and $S_z$. The state $(j,s)=(\tfrac12,+)$ is thus degenerate with $(-\tfrac12,-)$, and $(\tfrac12,-)$ with $(-\tfrac12,+)$. If $E(\lambda)$ is the lowest chain level for $s=+1$, the two doublets are separated by
$$\Delta=E(\lambda)-E(-\lambda).$$
This is odd in $\lambda$. First-order perturbation theory gives $E(\lambda)=E(0)+p\lambda/2+\dots$; the quadratic term cancels in the difference, so
$$\Delta=p\lambda+O(\lambda^3),\qquad p=\sum_n(-1)^nc_n^2,$$
where $c_n$ is the normalized ground vector at $\lambda=0$. Each phonon hop reverses the orbital angular momentum, and $p$ is its remaining average. The expansion needs $\lambda$ small compared with the vibronic gaps. Otherwise $\Delta$ should be taken from the two chain energies, provided that the doublet is still well separated from other orbitals.

**Weak coupling.** For $S\ll1$, first-order mixing gives $c_1=-G/\hbar\omega$, so $c_1^2=2S$ and $c_0^2=1-2S$. Therefore $p=1-4S$ to leading order. At $S=10^{-4}$ the computed $(1-p)/(4S)$ is 0.9996.

**Strong coupling.** For $S\gg1$ the system moves round a circular trough. Let $\phi$ be the angle of $(X,Y)$. The rotation $U=e^{-i\phi\sigma_y/2}$ turns the coupling into $F\rho\,\sigma_z$, while
$$U^\dagger(-i\partial_\phi)U=-i\partial_\phi-\tfrac12\sigma_y .$$
In this frame $j$ is the eigenvalue of $-i\partial_\phi$, and the angular kinetic energy is
$$\frac{\hbar^2(j-\sigma_y/2)^2}{2M\rho^2}=\frac{\hbar^2(j^2+\frac14)}{2M\rho^2}-\kappa\sigma_y,\qquad \kappa=\frac{\hbar^2j}{2M\rho^2}.$$
The mean square radial zero-point displacement is $\hbar/2M\omega$, a fraction $1/(4S)$ of $\rho_0^2$, so at leading order $\rho=\rho_0$. Using $M\rho_0^2=2E_{JT}/\omega^2$ and $j=\tfrac12$ gives $\kappa=(\hbar\omega)^2/(8E_{JT})$. The term $-\kappa\sigma_y$ mixes the upper surface, at distance $4E_{JT}$, into the lower with amplitude $\kappa/4E_{JT}$, and produces
$$p\simeq\frac{2\kappa}{4E_{JT}}=\frac{1}{16S^2}.$$
The linear model thus quenches the splitting by a power law at large $S$. The computed $16S^2p$ is 1.039 at $S=40$ and 1.019 at $S=80$; the deviation halves when $S$ doubles, as a correction of order $1/S$ would.

## How a finite cutoff errs

Let $E_N$ be the lowest level of the chain cut at $N$, with $\lambda=0$, and $E_0<E_1$ the two lowest levels of the infinite chain; the subscripts 0 and 1 always number these levels, not cutoffs. Raising $N$ enlarges the variational space, so $E_N$ cannot rise. No such rule holds for $p_N$, and a small change between two cutoffs does not by itself prove convergence.

A proof comes from the residual. Extend the truncated vector $\psi_N$ by zeros and apply the infinite chain. All rows are satisfied except row $N+1$, which receives $t_Nc_N$. The residual norm is therefore
$$R=\|(H-E_N)\psi_N\|=t_N|c_N| .$$

**Error of the energy.** No level lies between $E_0$ and $E_1$, so $(H-E_0)(H-E_1)$ has no negative eigenvalue. Its average in $\psi_N$, with $\langle H^2\rangle=E_N^2+R^2$, gives
$$R^2+(E_N-E_0)(E_N-E_1)\ge0\quad\Rightarrow\quad 0\le E_N-E_0\le\frac{R^2}{E_1-E_N},$$
provided $E_1>E_N$.

**Error of $p$.** Let $\theta$ be the angle between $\psi_N$ and the true ground vector $\varphi_0$. The part of $\psi_N$ outside $\varphi_0$ has norm $\sin\theta$ and contains levels at least $E_1-E_N$ away from $E_N$, so $R\ge(E_1-E_N)\sin\theta$. The difference of the projectors on $\psi_N$ and $\varphi_0$ has rank two and zero trace, and the trace of its square is $2-2\cos^2\theta=2\sin^2\theta$. Its nonzero eigenvalues are thus $\pm\sin\theta$. The operator $(-1)^n$ has averages between $-1$ and $1$, so
$$|p_N-p|\le2\sin\theta\le\frac{2R}{E_1-E_N}.$$

**A safe value for $E_1$.** The true $E_1$ is unknown, but a lower bound $B$ may replace it. For any bond $t>0$ between neighbouring amplitudes $u$ and $v$,
$$2tuv\ge-t(u^2+v^2).$$
Cutting bond $t_N$ and lowering the sites $N$ and $N+1$ by $t_N$ therefore lowers every level or leaves it unchanged. The chain falls into two parts. The finite part is the truncated matrix with its last diagonal element reduced by $t_N$; call its second level $b_1$. In the tail, the same inequality for every bond shows that no level lies below the smallest value of
$$f(n)=\hbar\omega(n+1)-t_{n-1}-t_n,\qquad n\ge N+1 .$$
With $k=\lfloor(n+1)/2\rfloor$,
$$f(n+1)-f(n)=\hbar\omega-G(\sqrt{k+1}-\sqrt k)>\hbar\omega\left(1-\sqrt{\frac{S}{2k}}\right),$$
which is not negative if $k\ge S/2$. The choice $N+1\ge S$ ensures this, and the smallest value is then $f(N+1)$. At most one level of the divided chain lies below
$$B=\min\left[b_1,\ \hbar\omega(N+2)-t_N-t_{N+1}\right],$$
so $E_1\ge B$. If $B>E_N$, the usable bounds are
$$0\le E_N-E_0\le\frac{R^2}{B-E_N},\qquad |p_N-p|\le\frac{2R}{B-E_N}.$$
If $B\le E_N$, the cutoff is too small to be certified.

## A silicon-vacancy centre

Take $\hbar\omega=85$ meV, $E_{JT}=42$ meV and $\lambda=0.8$ meV, which are rough typical values for the ground state of the negative centre. Then
$$S=\frac{42}{85}=0.494,\qquad G=\sqrt{2\times42\times85}=84.5\ \text{meV}.$$
The first couplings are $t_0=t_1=84.5$ meV and $t_2=t_3=84.5\sqrt2=119.5$ meV. They are comparable with the phonon quantum, so neither limit is accurate: $1-4S$ would be negative, and $1/(16S^2)=0.256$ is 15 % below the converged value found below.

The smallest useful cutoff, $N=1$, can be solved by hand. The two sites differ by $\hbar\omega$ and are coupled by $G$, so
$$p_1=\frac{\hbar\omega}{\sqrt{(\hbar\omega)^2+4G^2}}=\frac1{\sqrt{1+8S}}=0.449 .$$
Larger cutoffs give:

| $N$ | $p_N$ | $\Delta$ (meV) | error of $p_N$ | bound |
|---:|---:|---:|---:|---:|
| 1 | 0.4493 | 0.3595 | 0.15 | 4.9 |
| 2 | 0.3360 | 0.2688 | 0.036 | 0.65 |
| 4 | 0.3011 | 0.2409 | 0.00096 | 0.098 |
| 8 | 0.3001 | 0.2401 | $4.5\times10^{-8}$ | $7.6\times10^{-4}$ |
| 12 | 0.3001 | 0.2401 | $2.6\times10^{-13}$ | $2.0\times10^{-6}$ |

The errors are relative to a chain with $N=120$. Truncation makes the splitting too large here: by 50 % at $N=1$, 12 % at $N=2$ and 0.3 % at $N=4$.

The bound is cautious: at $N=8$ it exceeds the actual error by a factor of more than $10^4$. It guarantees a largest possible error and does not estimate the actual one.

The converged weights for $n=0$ to 5 are 0.57714, 0.33673, 0.07144, 0.01306, 0.00146 and 0.00016. The even ones sum to 0.65004 and the odd ones to 0.34995, so
$$p\simeq0.65004-0.34995=0.3001,$$
$$\Delta\simeq0.3001\times0.8\ \text{meV}=0.240\ \text{meV}=58\ \text{GHz}.$$
The difference of the two chain energies departs from $p\lambda$ by $-1.3\times10^{-6}$ meV, so first order is ample. Doubling $\lambda/\hbar\omega$ from 0.05 to 0.1 multiplies this departure by 7.99, close to the factor 8 of a cubic term.

Two tests used other representations. The full Hamiltonian with spin at $N=18$ reproduced the chain splitting within $10^{-10}\hbar\omega$. This also confirms that the two lowest doublets have $|j|=\tfrac12$ here. A grid of 25 points along each coordinate, spaced by $0.5\sqrt{\hbar/M\omega}$ and free of any phonon cutoff, gave 0.240087 meV, equal to the converged chain value to the digits printed.

## Choosing the setting

In the one-mode linear model of this centre, $N=4$ suffices for a one-per-cent result, and $N=12$ certifies $p$ to about $2\times10^{-6}$. A soft mode that carries much of $E_{JT}$ raises the summed $S$, and with it the cutoff error. With the same $E_{JT}$ shared equally between two modes, the error at $N=4$ is 0.5 % for 60 and 110 meV ($S=0.54$) and 1.2 % for 40 and 130 meV ($S=0.69$), close to the 0.45 % and 1.1 % of a single mode with the same $S$. With only 2 meV on the 40 meV mode and 40 meV on the 130 meV mode ($S=0.36$) the error is 0.1 %. Stronger coupling needs more phonons. At $\rho_0$ the elastic energy is $E_{JT}$, or $S$ quanta, so the basis must reach well past $n=S$. The smallest cutoffs whose bound on the error of $p$ is below $10^{-6}$ are:

| $S$ | $N$ | $p$ |
|---:|---:|---:|
| 0.1 | 9 | 0.712 |
| 0.5 | 13 | 0.297 |
| 2 | 21 | 0.0395 |
| 8 | 40 | 0.00121 |

At $S=8$ an absolute error of $10^{-6}$ is nearly 0.1 % of $p$. The tolerance should therefore be set relative to $p$ when the coupling is strong. A sound procedure starts at $N+1\ge S$, raises $N$, and stops when $B>E_N$ and $2R/(B-E_N)$ is below the desired fraction of $p_N$. This certificate is derived for the one-mode linear chain only; it does not cover quadratic coupling or several modes.

## What a larger cutoff cannot repair

**Input energies.** At fixed $\hbar\omega$, changing $E_{JT}$ by $-10$ % or $+10$ % gives $p=0.328$ or 0.275, a shift of 8 to 9 %. An error in $\lambda$ passes proportionally into $\Delta$.

**Several vibrations.** Diamond has many modes of the right symmetry. Sharing the same total $E_{JT}$ equally between modes at 60 and 110 meV, whose mean is still 85 meV, gives $p=0.278$ and $\Delta=0.222$ meV, which is 7 % lower. The direction agrees with weak coupling, where the mode contributions to $S$ add: $21/60+21/110=0.54$ exceeds 0.494. The direction depends on how the single frequency was defined. If it comes from $E_{JT}=\tfrac12M\omega^2\rho_0^2$ along the relaxed distortion, $\omega^{-2}$ is the mean of the mode values $\omega_k^{-2}$ weighted by their shares of $E_{JT}$, and this pair corresponds to 74.5 meV, not 85 meV. Scaling the pair to 68.5 and 125.5 meV, so that it corresponds to 85 meV in that sense, gives $S=0.474$ and $p=0.312$, which is 4 % higher. Giving 10 meV to the 60 meV mode and 32 meV to the 110 meV mode gives $p=0.321$.

**Warping of the trough.** A quadratic coupling $K[(X^2-Y^2)\sigma_z-2XY\sigma_x]$ makes three minima. Along the lines through minima and saddles the lower surface is $\tfrac12M\omega^2\rho^2-F\rho\mp K\rho^2$. With $\gamma=K/(M\omega^2)$, the depths are $F^2/[2M\omega^2(1\mp2\gamma)]$. If the deeper one is held at $E_{JT}$, the barrier is
$$E_b=E_{JT}\left(1-\frac{1-2\gamma}{1+2\gamma}\right)=\frac{4\gamma E_{JT}}{1+2\gamma},\qquad \gamma=\frac{E_b}{4E_{JT}-2E_b}.$$
A rough barrier of 3 meV gives $\gamma=3/162=0.0185$ and raises $\Delta$ by 3 %, to 0.247 meV. The rise comes from the smaller force: holding the depth fixed reduces $F^2$ by the factor $1-2\gamma$, and the linear model with that $F$ gives 0.248 meV. The quadratic term itself lowers this by less than 0.001 meV.

**Strain.** Damage left after implantation can strain the centre. Add $\Upsilon\sigma_z$. The $j=-\tfrac12$ ground state has the same $c_n$, with $+,-$ and $r,l$ exchanged. Since $\sigma_z$ flips the electron alone, it connects the even-$n$ parts of the two states, while the odd parts have different $n_r,n_l$ and do not overlap. The strain is thus reduced by
$$q=\sum_{n\,\text{even}}c_n^2=\frac{1+p}{2}=0.650 .$$
This relation is derived for one mode; with the modes at 60 and 110 meV, $q=0.635$ while $(1+p)/2=0.639$. For one spin direction the two states have energies $\pm p\lambda/2$ and coupling $q\Upsilon$, so for small strain
$$\Delta=\sqrt{(p\lambda)^2+(2q\Upsilon)^2}.$$
An illustrative $\Upsilon=0.1$ meV gives $\sqrt{0.240^2+0.130^2}=0.273$ meV, an increase of 14 %.

**Temperature.** At 4 K, $k_BT=0.345$ meV exceeds the splitting, and the upper doublet holds 33 % of the population of the two. In the one-mode linear model the next vibronic level lies 52 meV above the ground level. Its Boltzmann factor per state is 0.13 at 300 K, where the ground quartet alone no longer describes the centre. This position depends on the model: the 3 meV barrier splits the level into 50 and 56 meV, and the modes at 60 and 110 meV bring it down to 40 meV, with a factor of 0.21.

The real silicon-vacancy centre has a ground splitting of roughly 50 GHz, against 58 GHz from these inputs. These inputs assume no strain, which damage from implantation can violate; the example shows a 14 % increase for 0.1 meV. Small strain of the form modelled here, which leaves $\lambda$ and $E_{JT}$ unchanged, therefore widens the gap to the rough observed value, whereas several modes can narrow or widen it, depending on how the coupling is shared and how the single frequency was defined. With uncertainties of this size in the model and in $\lambda$, the comparison supports the scale of the reduction, not its second digit. A cutoff error below 1 % is enough for such a comparison; the tighter certified values serve to rule out the basis as the source of a disagreement.

## Table of computed values

```
phonon quantum 85.0 meV, Jahn-Teller energy 42.0 meV
bare spin-orbit splitting 0.80 meV, S = 0.4941
couplings t0..t3 (meV): 84.499 84.499 119.499 119.499
phonon weights n=0..5: 0.57714 0.33673 0.07144 0.01306 0.00146 0.00016
ground energy without spin-orbit 20.4569 meV
N, p, splitting (meV), error of p, bound on error of p
  1 0.44933310 0.3594639 1.5e-01 4.9e+00
  2 0.33596838 0.2687729 3.6e-02 6.5e-01
  3 0.30659417 0.2452739 6.5e-03 2.7e-01
  4 0.30107254 0.2408567 9.6e-04 9.8e-02
  6 0.30012000 0.2400947 9.3e-06 1.0e-02
  8 0.30011071 0.2400872 4.5e-08 7.6e-04
 10 0.30011066 0.2400872 1.3e-10 4.4e-05
 12 0.30011066 0.2400872 2.6e-13 2.0e-06
 16 0.30011066 0.2400872 2.8e-16 2.7e-09
converged Ham factor p = 0.300111
first-order splitting p*lambda = 0.240089 meV
full splitting = 0.240087 meV = 58.05 GHz
full minus first order = -1.35e-06 meV
splitting from coordinate grid = 0.240087 meV
cubic test: remainder ratio on doubling lambda = 7.994
weak limit (1-p)/(4S) at S=0.0001: 0.99960
strong limit 16 S^2 p at S=40, 80: 1.0391, 1.0191
S, phonons N for certified p error below 1e-6, p
 0.1   9 0.711820
 0.5  13 0.297017
 2.0  21 0.039547
 8.0  40 0.001210
p with Jahn-Teller energy -10 %, +10 %: 0.3280, 0.2755
barrier 3.0 meV: quadratic constant 0.01852 (units of hw)
splitting with that barrier = 0.2473 meV
two modes 60 and 110 meV: p = 0.2777
two-mode first-order splitting = 0.2222 meV
strain reduction factor q = 0.6501
splitting with bare strain term 0.10 meV = 0.2730 meV
next vibronic level above ground = 52.156 meV
kT at 4 K = 0.3447 meV, at 300 K = 25.852 meV
upper-branch population at 4 K = 0.3326
Boltzmann factor of next vibronic level at 300 K = 0.1330
```
